# Slave-Boson Mean-Field Theory of a Kondo Dot and Its Spurious Transitions

A deep dot level with infinite repulsion can produce an energy scale much smaller than its own hybridization, and a scaling argument fixes the form that scale takes in mean-field theory. Let the bare level be $\epsilon_d<0$, measured from the equilibrium Fermi level, and let the leads have flat bands from $-D$ to $D$. In mean-field theory the tunnelling amplitudes $V_\alpha$ are multiplied by a number $r$, and the dot level moves to $\tilde\epsilon$, close to the Fermi level. A filled lead state at energy $-|\omega|$ is then pushed down by $r^2V_\alpha^2/|\omega|$. Summed over two spins and over the band, this lowers the energy by $(2\Gamma/\pi)r^2\ln D$, apart from terms independent of $D$, where

$$\Gamma=\Gamma_L+\Gamma_R,\qquad \Gamma_\alpha=\pi\rho V_\alpha^2,$$

and $\rho$ is the lead density of states per spin. Creating an empty-dot weight $r^2$ costs $-\epsilon_d r^2$. Thus $D$ and $\epsilon_d$ enter the coefficient of $r^2$ together:

$$-\epsilon_d-\frac{2\Gamma}{\pi}\ln D=-\frac{2\Gamma}{\pi}\ln T_K,\qquad T_K=D\,e^{-\pi|\epsilon_d|/2\Gamma}.$$

Logarithms of energies refer to a common unit, and $k_B=1$ in formulas. In the wide-band limit, with equal couplings and a bias applied symmetrically, the theory therefore knows only $T_K$ and $\Gamma$, so a critical temperature or bias must be $T_K$ times a function of $T_K/\Gamma$. What remains is to find those functions and to ask whether the critical points are physical.

Infinite repulsion forbids double occupation. Write the dot electron as $d_\sigma=b^\dagger f_\sigma$, where the boson $b$ marks the empty dot and the fermion $f_\sigma$ a dot holding spin $\sigma$. The Hamiltonian is

$$H=\sum_{\alpha k\sigma}\epsilon_k c^\dagger_{\alpha k\sigma}c_{\alpha k\sigma}+\epsilon_d\sum_\sigma f_\sigma^\dagger f_\sigma+\sum_{\alpha k\sigma}V_\alpha\left(c^\dagger_{\alpha k\sigma}b^\dagger f_\sigma+f_\sigma^\dagger b\,c_{\alpha k\sigma}\right),$$

with the constraint $Q=\sum_\sigma f_\sigma^\dagger f_\sigma+b^\dagger b=1$. Add $\lambda(Q-1)$, replace $b$ by a real, static number $r$, and impose the constraint on average. The fermions then see a resonant level with

$$\tilde\epsilon=\epsilon_d+\lambda,\qquad \tilde\Gamma_\alpha=r^2\Gamma_\alpha,\qquad \tilde\Gamma=r^2\Gamma .$$

Here $\tilde\Gamma$ is a half width at half maximum. The averaged constraint and the static equation of motion $i\hbar\dot b=[b,H+\lambda Q]=0$ give

$$2n_f+r^2=1,\qquad \lambda r+\sum_{\alpha k\sigma}V_\alpha\langle c^\dagger_{\alpha k\sigma}f_\sigma\rangle=0, \tag{1}$$

where $n_f$ is the occupation per spin. In equilibrium these are also the stationarity conditions of the mean-field free energy. The second equation is satisfied by $r=0$, where hybridization vanishes, so the question is when another solution exists.

Both averages follow from the resonant-level Green function $G^r=1/(\omega-\tilde\epsilon+i\tilde\Gamma)$. With lead distributions $f_\alpha$, its lesser function is $G^<=2i|G^r|^2\sum_\beta\tilde\Gamma_\beta f_\beta$. The mixed lesser function of lead $\alpha$ contains $G^r\Sigma^<_\alpha+G^<\Sigma^a_\alpha$, with $\Sigma_\alpha^<=2i\tilde\Gamma_\alpha f_\alpha$ and $\Sigma_\alpha^a=i\tilde\Gamma_\alpha$. Hence, per spin,

$$h_\alpha\equiv r\sum_kV_\alpha\langle c^\dagger_{\alpha k}f\rangle=\frac{\tilde\Gamma_\alpha}{\pi}\int d\omega\left[f_\alpha G^r+i|G^r|^2\sum_\beta\tilde\Gamma_\beta f_\beta\right]. \tag{2}$$

Since $\operatorname{Im}G^r=-\tilde\Gamma|G^r|^2$, the imaginary part for the left lead is

$$\operatorname{Im}h_L=\frac{\tilde\Gamma_L\tilde\Gamma_R}{\pi}\int d\omega\,|G^r|^2(f_R-f_L).$$

The right lead gives the opposite value. The imaginary parts cancel in (1), so a real $r$ is consistent even with current flowing. The particle current leaving the left lead is $-2\operatorname{Im}h_L/\hbar$ per spin. Multiplying by the charge magnitude $e$ and by two spins gives

$$I=\frac{2e}{h}\int d\omega\,\frac{4\tilde\Gamma_L\tilde\Gamma_R}{(\omega-\tilde\epsilon)^2+\tilde\Gamma^2}(f_L-f_R). \tag{3}$$

At zero temperature, define $z_\alpha=\tilde\epsilon-\mu_\alpha+i\tilde\Gamma$. The two elementary integrals are

$$\int_{-\infty}^{\mu_\alpha}\frac{\tilde\Gamma\,d\omega}{(\omega-\tilde\epsilon)^2+\tilde\Gamma^2}=\arg z_\alpha,\qquad
\int_{-D}^{\mu_\alpha}\frac{(\omega-\tilde\epsilon)\,d\omega}{(\omega-\tilde\epsilon)^2+\tilde\Gamma^2}\simeq\ln\frac{|z_\alpha|}{D},$$

the second for $D$ far above the other energies. Multiplying the boson equation by $r$, inserting (2), and dividing by $r^2\ne0$ gives

$$\frac{2}{\pi}\sum_\alpha\frac{\Gamma_\alpha}{\Gamma}\arg z_\alpha=1-r^2,\qquad
\lambda+\frac{2}{\pi}\sum_\alpha\Gamma_\alpha\ln\frac{|z_\alpha|}{D}=0. \tag{4}$$

The occupation, hybridization and current formulas were tested for fixed resonant-level parameters and unequal couplings by evolving two discretized leads in time. The hybridization showed the largest difference, 1.7% relative to the formula.

In equilibrium both $z_\alpha$ equal $z=\tilde\epsilon+i\tilde\Gamma$. Equation (4) becomes

$$\arg z=\frac{\pi}{2}(1-r^2),\qquad |z|=D e^{-\pi(\tilde\epsilon-\epsilon_d)/2\Gamma}=T_Ke^{-\pi\tilde\epsilon/2\Gamma}.$$

Taking imaginary and real parts,

$$r^2\Gamma=|z|\cos\frac{\pi r^2}{2},\qquad \tilde\epsilon=|z|\sin\frac{\pi r^2}{2}. \tag{5}$$

For $T_K\ll\Gamma$ the first equation gives $r^2\simeq T_K/\Gamma$, and the second gives $\tilde\epsilon\simeq\pi T_K^2/2\Gamma$. The resonance has width $T_K$ and lies at the Fermi level to leading order. The exponent agrees with one-loop scaling of the exchange coupling $J=2V^2/|\epsilon_d|$, with $V^2=V_L^2+V_R^2$, which gives $D e^{-1/\rho J}$. That leading-logarithmic argument does not fix the prefactor, and the prefactor $D$ found here belongs to the mean-field approximation. In the real spin-1/2 dot, tunnelling lowers the empty state by $(2\Gamma/\pi)\ln D$ but also lowers each singly occupied state by $(\Gamma/\pi)\ln D$, so the level shifts by only $(\Gamma/\pi)\ln(D/\Gamma)$. The true scale is then of order $\sqrt{\Gamma D}\,e^{-\pi|\epsilon_d|/2\Gamma}$, smaller than the mean-field $T_K$ by about $\sqrt{\Gamma/D}$.

The zero-bias conductance follows from (3). Because $f_L-f_R$ is already of first order in bias, changes of $r$ and $\lambda$ with bias do not contribute. At zero temperature,

$$G=\frac{2e^2}{h}\frac{4\tilde\Gamma_L\tilde\Gamma_R}{|z|^2}
=\frac{2e^2}{h}\frac{4\Gamma_L\Gamma_R}{\Gamma^2}\sin^2(\arg z)
=\frac{2e^2}{h}\frac{4\Gamma_L\Gamma_R}{\Gamma^2}\sin^2\frac{\pi n_d}{2}, \tag{6}$$

where $n_d=2n_f=1-r^2$ is the dot charge. The small factor $r^4$ in the numerator is cancelled by the equally small squared width. The unitary value $2e^2/h$ requires equal couplings and $n_d\to1$; unequal couplings reduce it by $4\Gamma_L\Gamma_R/\Gamma^2$.

Take $\Gamma_L=\Gamma_R=0.5$ meV, $D=20$ meV and $\epsilon_d=-4$ meV as round model parameters. Then $T_K=20\,e^{-2\pi}=0.0373$ meV, or 0.433 K. Equation (5) gives $r^2=0.0372$, hence $\tilde\Gamma=0.0372$ meV, while $\tilde\epsilon=0.0022$ meV. The level has been raised by $\lambda=4.002$ meV, which places it just above the Fermi level. With $n_d=0.963$, the conductance is $\cos^2(0.0584)=0.9966$ in units of $2e^2/h$, or 77.2 microsiemens. Within mean-field theory, the deficit of 0.34% from the unitary value comes from the remaining weight $r^2$. These are mean-field numbers. For the real dot with the same parameters the scale $\sqrt{\Gamma D}\,e^{-2\pi}$ is about 0.008 meV. Virtual charge fluctuations, which the static boson omits, give an empty-dot weight of $(\Gamma/\pi)[1/|\epsilon_d|-1/(|\epsilon_d|+D)]=0.066$ already at lowest order, so the real deficit is several times larger.

At finite temperature, each Fermi function is an average of zero-temperature steps with weight $-f'(\mu)$. Both integrals in (4) are parts of $\ln(z-\mu)$, so one average suffices. Its derivative with respect to $z$ can be evaluated by closing the contour in the lower half plane, where $-f'$ has double poles at $-i\omega_n$, with $\omega_n=(2n+1)\pi T$:

$$\int d\mu\,\frac{-f'(\mu)}{z-\mu}=2\pi iT\sum_{n=0}^{\infty}\frac{1}{(z+i\omega_n)^2}
=-\frac{i}{2\pi T}\psi'(w^*),\qquad
w=\frac12+\frac{\tilde\Gamma+i\tilde\epsilon}{2\pi T}. \tag{7}$$

Here $\psi$ is the digamma function, $\psi'(w)=\sum_n(n+w)^{-2}$. Since $dw^*/dz=-i/2\pi T$, integration gives $\psi(w^*)$ plus a constant. Matching to $\ln z$ at large $|z|$ fixes it:

$$\int d\mu\,(-f')\ln(z-\mu)=\ln(2\pi T)+\frac{i\pi}{2}+\psi(w^*).$$

The imaginary part gives $n_f=1/2-\operatorname{Im}\psi(w)/\pi$. The equilibrium equations are therefore

$$\operatorname{Im}\psi(w)=\frac{\pi r^2}{2},\qquad
\ln\frac{T_K}{2\pi T}-\operatorname{Re}\psi(w)=\frac{\pi\tilde\epsilon}{2\Gamma}. \tag{8}$$

Whether a nonzero $r$ exists can be decided by monotonicity. The imaginary part of (7) is minus $\tilde\Gamma$ times an average of the positive quantity $1/|z-\mu|^2$, so $\operatorname{Re}\psi'(w)>0$. Consequently $\operatorname{Re}\psi$ grows with $\tilde\Gamma$ and $\operatorname{Im}\psi$ grows with $\tilde\epsilon$. From

$$\operatorname{Im}\psi(a+iy)=\sum_n\frac{y}{(n+a)^2+y^2},$$

the constraint requires $\tilde\epsilon\ge0$, and increasing the width at fixed $\tilde\epsilon>0$ lowers the sum. As $r^2$ increases, its target $\pi r^2/2$ rises while the larger width lowers the sum, so $\tilde\epsilon$ must rise. The $w$-dependent terms of $\operatorname{Re}\psi$ are $-(n+a)/[(n+a)^2+y^2]$, which also rise with $y>0$. Thus the left side of the second equation in (8) falls with $r^2$, while its right side rises from zero. They meet once if the left side starts positive and never if it starts at or below zero. When it starts positive, a crossing is guaranteed because $\tilde\epsilon\to\infty$ as $r^2\to1$.

The boundary is $\ln(T_K/2\pi T_c)=\psi(1/2)=-\gamma-2\ln2$, where $\gamma$ is Euler's constant. Therefore

$$T_c=\frac{2e^\gamma}{\pi}T_K\simeq1.134\,T_K. \tag{9}$$

In the wide-band mean-field theory this ratio is independent of $T_K/\Gamma$. In the example $T_c=0.0423$ meV, or 0.491 K.

The same monotonicity identifies the preferred solution. Eliminate $\lambda$ with the constraint, so that the free energy $F$ depends on $r^2$ alone. Its derivative is the boson equation:

$$\frac{dF}{d(r^2)}=\tilde\epsilon-\frac{2\Gamma}{\pi}\left[\ln\frac{T_K}{2\pi T}-\operatorname{Re}\psi(w)\right].$$

It increases with $r^2$ and starts from $-(2\Gamma/\pi)\ln(T_c/T)$. Below $T_c$ the free energy first falls and has its minimum at $r>0$; above $T_c$ it rises from $r=0$. Diagonalization of a discretized lead gives the same ordering: $F(r)-F(0)=-6.3\times10^{-3}$ meV at the solution for $0.5T_K$, and a smallest sampled difference of $+3.0\times10^{-4}$ meV at $1.3T_K$. At $0.5T_K$ the independently solved matrix equations give $r^2=0.0270$, against 0.0265 from (8). The 1.9% difference, relative to (8), reflects a calculation with finite bandwidth and a discrete mesh; their separate shares were not determined.

Near $T_c$, use $\psi'(1/2)=\pi^2/2$. The constraint gives $\pi\tilde\epsilon/4T=\pi r^2/2$, hence $\tilde\epsilon=2Tr^2$. The real part rises by $\pi\Gamma r^2/4T$, so (8) becomes

$$\ln\frac{T_c}{T}-\frac{\pi\Gamma r^2}{4T}=\frac{\pi T r^2}{\Gamma},
\qquad
r^2=\frac{\ln(T_c/T)}{\pi\Gamma/4T+\pi T/\Gamma}. \tag{10}$$

The transition is continuous. For $T_c\ll\Gamma$, the width is $\tilde\Gamma\simeq(4T_c/\pi)(1-T/T_c)$. For equal couplings, averaging the transmission with (7) gives the first form below; the second, near $T_c$, also requires $T_c\ll\Gamma$:

$$G(T)=\frac{2e^2}{h}\frac{\tilde\Gamma}{2\pi T}\operatorname{Re}\psi'(w)
\simeq\frac{2e^2}{h}\left(1-\frac{T}{T_c}\right)\quad(T\to T_c^-). \tag{11}$$

The calculated conductance, in units of $2e^2/h$, is 0.967 at $0.1T_K$, 0.604 at $0.5T_K$, 0.1195 at $T_K$ and 0.030 at $1.1T_K$. Above $T_c$ it is zero because the mean-field dot is disconnected.

Bias produces a second collapse. Take equal couplings, zero temperature and $\mu_{L,R}=\pm v$, with $v=eV/2$. The two equations in (4) specify the phase and modulus of one product:

$$z_Lz_R=(\tilde\epsilon+i\tilde\Gamma)^2-v^2=-P e^{-i\pi r^2},\qquad P=T_K^2e^{-\pi\tilde\epsilon/\Gamma}. \tag{12}$$

Separating real and imaginary parts gives

$$v^2=\tilde\epsilon^2-\tilde\Gamma^2+P\cos\pi r^2,\qquad 2\tilde\epsilon r^2\Gamma=P\sin\pi r^2. \tag{13}$$

Multiply the second equation by $\pi e^{\pi\tilde\epsilon/\Gamma}/(2r^2\Gamma^2)$. It takes the form $xe^x=A$ with $x=\pi\tilde\epsilon/\Gamma$, so the Lambert function $W$, defined by $W(A)e^{W(A)}=A$, gives

$$\tilde\epsilon=\frac{\Gamma}{\pi}W\!\left(\frac{\pi T_K^2\sin\pi r^2}{2r^2\Gamma^2}\right).$$

Each $r^2$ now determines a level and a bias. At the end of the branch, $r\to0$, the second equation in (13) gives $P=2\Gamma\tilde\epsilon_c/\pi$, and hence

$$eV_c=2\sqrt{\tilde\epsilon_c^2+\frac{2\Gamma\tilde\epsilon_c}{\pi}},\qquad
\tilde\epsilon_c=\frac{\Gamma}{\pi}W\!\left(\frac{\pi^2T_K^2}{2\Gamma^2}\right). \tag{14}$$

For $T_K\ll\Gamma$, $W(A)\simeq A$ and $eV_c\to2T_K$. The example gives $V_c=0.0746$ mV, or $eV_c=1.997T_K$. A scan of its branch found that bias falls steadily as $r^2$ grows, so there is no sign of a nonzero solution beyond this endpoint.

In the limit $T_K\ll\Gamma$, (13) reduces to

$$\tilde\Gamma^2=T_K^2-\left(\frac{eV}{2}\right)^2. \tag{15}$$

The width vanishes as a square root in $V_c-V$, whereas it vanished linearly in $T_c-T$. Set $eV=2T_K\sin\varphi$, so that $\tilde\Gamma=T_K\cos\varphi$. With $\tilde\epsilon$ negligible, (3) gives

$$I=\frac{2e}{h}\,2\tilde\Gamma\arctan\frac{eV}{2\tilde\Gamma}
=\frac{4e}{h}T_K\varphi\cos\varphi . \tag{16}$$

Differentiate numerator and denominator with respect to $\varphi$:

$$\frac{dI}{dV}=\frac{(4e/h)T_K(\cos\varphi-\varphi\sin\varphi)}{(2T_K/e)\cos\varphi}
=\frac{2e^2}{h}(1-\varphi\tan\varphi). \tag{17}$$

At zero bias this is unitary. At $eV=T_K$, where $\varphi=\pi/6$, it is 0.698 in units of $2e^2/h$; the full branch gives 0.694. The current peaks at $\varphi\tan\varphi=1$, or $\varphi=0.860$. There (16) gives $77.48\times0.0747\times0.561=3.25$ nA, with conductance in microsiemens and voltage in millivolts. The full branch gives 3.23 nA at $eV=1.51T_K$. Beyond the peak the current falls to zero, and the limiting differential conductance tends to $-\infty$ at $V_c$. This negative differential conductance results from the collapsing width.

Neither collapse is a property of the original dot. The exact Hamiltonian conserves $Q$, while $b$ lowers $Q$ by one. In the physical sector $Q=1$, therefore, $\langle b\rangle=0$ at every temperature and bias. A nonzero mean-field $r$ cannot be a physical order parameter. The gauge-invariant hybridization $V_\alpha\langle c^\dagger b^\dagger f\rangle$ conserves $Q$ and need not vanish when $\langle b\rangle$ does. Mean-field theory wrongly ties the two together.

A thermodynamic argument shows that hybridization survives above $T_c$. Let the leads have any finite number of orbitals, and write the physical Hamiltonian as $H_0+gH_1$, where $H_1$ is the tunnelling term and $g=1$ is the actual strength. The exact free energy $F_{\rm ex}(g)$ is concave. Since $H_0$ conserves the dot charge and $H_1$ changes it, the thermal average of $H_1$ at $g=0$ vanishes. With $\beta=1/T$,

$$F_{\rm ex}'(0)=0,\qquad F_{\rm ex}''(0)=-\int_0^\beta d\tau\,\langle H_1(\tau)H_1(0)\rangle_0<0.$$

Concavity then requires $F_{\rm ex}'(1)=\langle H_1\rangle<0$ at every finite temperature $T>0$. Its partition function is a finite sum of positive exponentials, so $F_{\rm ex}$ is also smooth in temperature. This argument does not by itself exclude singularities when the number of orbitals becomes infinite, but it shows that the mean-field transition is not evidence for one.

The contrast is already present with one lead orbital at the Fermi level. Let its hopping to the dot be $v_0=1$ and $\epsilon_d=-2$, in dimensionless units. As $r\to0$, both mean-field levels lie at zero energy and $\langle c^\dagger f\rangle\simeq-rv_0/4T$ per spin. Equation (1) then gives

$$|\epsilon_d|=\frac{v_0^2}{2T_c},\qquad T_c=0.25.$$

At twice this temperature mean-field theory has zero hybridization energy. Exact diagonalization gives $-0.589$. At $T_c$ the exact value is $-0.848$, with no vanishing there.

Under bias the missing process is cotunnelling. An electron can cross through the virtual empty state with amplitude of order $V_LV_R/|\epsilon_d|$, even when $r=0$. For a bias well above $T_K/e$ but small compared with $|\epsilon_d|/e$, the golden rule, summed over final spins and averaged over the dot spin, gives a positive conductance of about $8(e^2/h)\Gamma_L\Gamma_R/\epsilon_d^2$. Higher orders in the exchange coupling increase it logarithmically as $eV$ falls towards $T_K$, where the golden rule no longer suffices. A theory with a static boson omits this process above $V_c$.

The mean-field solution is therefore useful for the exponent of the low-energy scale, the existence of a resonance at the Fermi level, and the form (6) of the near-unitary conductance well below $T_K$, but not for the absolute width or the dot charge obtained from the bare parameters. Its temperature and bias dependence near $T_K$ cannot be read as a phase transition, because there the neglected boson fluctuations carry the remaining hybridization and current. The numerical output gives further points on both branches.

## Numbers as computed

```
Gamma_L = Gamma_R = 0.50 meV, Gamma = 1.00 meV
D = 20.0 meV, e_d = -4.0 meV
TK formula: 0.03735 meV = 0.4334 K
T=0: r^2 = 0.03716, n_d = 0.96284
T=0: width = 0.03716 meV, level = 0.002171 meV
T=0: lambda = 4.00217 meV
T=0: |z| = 0.03722 meV
T=0: G = 0.99660 (2e^2/h) = 77.217 microsiemens
2e^2/h = 77.481 microsiemens
Tc/TK = 1.13387, Tc = 0.04235 meV = 0.4914 K
Temperature table: T/TK, r^2, width/TK, level/TK, G/(2e^2/h)
  0.10 0.03657 0.9791 0.0581 0.9666
  0.25 0.03389 0.9074 0.0567 0.8508
  0.50 0.02652 0.7102 0.0490 0.6040
  0.75 0.01703 0.4559 0.0344 0.3548
  1.00 0.00620 0.1660 0.0135 0.1195
  1.10 0.00159 0.0426 0.0036 0.0298
At 0.999 Tc: r^2 = 5.3528e-05, expansion = 5.3510e-05
At 0.999 Tc: G = 9.9304e-04 (2e^2/h)
Matrix check at 0.5 TK: r^2 = 0.02703, formula 0.02652
Free energy F(r)-F(0) at 0.5 TK: -6.328e-03 meV
Smallest sampled F(r)-F(0) at 1.3 TK: 3.045e-04 meV
Bias table: eV/TK, r^2, width/TK, limit width/TK, I in nA
  0.50 0.03597 0.9632 0.9682 1.4111
  1.00 0.03216 0.8611 0.8660 2.6144
  1.50 0.02452 0.6566 0.6614 3.2302
  1.90 0.01142 0.3057 0.3122 2.2265
dI/dV at eV=TK: 0.6940, limit 0.6977 (2e^2/h)
Current peak: phi = 0.8603 rad, eV/TK = 1.5135
Current peak: I = 3.2308 nA, limit 3.2474 nA
Critical bias: V_c = 0.07457 mV, eV_c/TK = 1.99658
Level at critical bias = 0.002176 meV
Evolution test (hbar=1, dimensionless): evolved, formula
  occupation: 0.49936, 0.49999
  hybridization: -0.64385, -0.63338
  current: 0.12936, 0.12887
Evolution inputs: Gamma_L=0.3, Gamma_R=0.2, level=0.2, mu=+/-0.6
Two-site model: e_d = -2.0, hopping = 1.0 (dimensionless)
Two-site mean-field Tc = 0.2500 (dimensionless)
  exact hybridization energy at 0.5 Tc: -1.08050 (dimensionless)
  exact hybridization energy at 1.0 Tc: -0.84846 (dimensionless)
  exact hybridization energy at 2.0 Tc: -0.58920 (dimensionless)
  exact hybridization energy at 5.0 Tc: -0.36413 (dimensionless)
```
